**Numerical tests of Korhonen's equation for a confined metal line**

The program tests $\partial_t\sigma=\partial_x[(DB\Omega/kT)(\partial_x\sigma+Ze\rho j/\Omega)]$, where $\sigma$ is the hydrostatic stress (tension positive), $D$ the atomic diffusivity, $B$ the effective modulus, $\Omega$ the atomic volume, $kT$ the thermal energy, $Ze$ the magnitude of the effective charge, $\rho$ the resistivity and $j$ the current density. A radial finite-element energy minimisation asserts the formula for $B$, its soft and rigid limits, and the energy cost $-\Omega\sigma$ of an added atom. A model with explicit vacancies and sinks asserts that fast sinks reproduce the diffusion equation with its vacancy-storage factor, and that slow sinks delay the stress. Counting atoms in cells asserts the series for a blocked line, the early square-root law, the steady state and the threshold length. It also asserts that a stress-dependent diffusivity leaves the final cathode stress unchanged within tolerance. For the model line the output gives $B=35$ GPa, a final cathode stress of 133.5 MPa, and 13.56 h to reach the chosen threshold of 100 MPa. The case of a void in a line without current is not covered by the program.

## Check in Python

```python
"""
Result under test: Korhonen's equation for a confined metal line,
  d(sigma)/dt = d/dx [ (D B Omega / kT) (d(sigma)/dx + Z e rho j / Omega) ].
sigma: hydrostatic stress, tension positive; D: atomic diffusivity;
B: effective modulus; Omega: atomic volume; kT: thermal energy;
Z e: magnitude of effective charge; rho: resistivity; j: current density.
Electrons flow along +x, and the cathode end is x = 0.
All parameters are round model values in SI units.
"""
import numpy as np
from scipy.constants import k as k_boltzmann, e as e_charge
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

# Model parameters
temperature = 500.0
omega = 1.2e-29
diffusivity = 1.0e-16
bulk_line, shear_line, shear_matrix = 140e9, 50e9, 30e9
charge_number = 1.0
resistivity = 4.0e-8
current_density = 1.0e10
line_length = 50e-6
stress_threshold = 100e6
vacancy_fraction = 1.0e-7
kT = k_boltzmann * temperature


def modulus_formula(shear_outside):
    stiffness = shear_line / 3 + shear_outside
    return bulk_line * stiffness / (bulk_line + stiffness)


def embedded_line(dilation, shear_outside):
    """Minimise the elastic energy of a swollen cylinder in a wide matrix.

    Linear radial elements, zero axial strain, free outer surface.
    Returns mean hydrostatic stress in the line and energy per line volume.
    """
    inner = np.linspace(0.0, 1.0, 41)
    outer = np.geomspace(1.0, 100.0, 501)
    nodes = np.concatenate([inner, outer[1:]])
    count = len(nodes)
    hessian = np.zeros((count, count))
    load = np.zeros(count)
    elements = []
    for i in range(count - 1):
        width = nodes[i + 1] - nodes[i]
        middle = 0.5 * (nodes[i + 1] + nodes[i])
        in_line = middle < 1.0
        shear = shear_line if in_line else shear_outside
        bulk = bulk_line if in_line else 4 * shear_outside / 3
        elastic = ((bulk - 2 * shear / 3) * np.ones((3, 3))
                   + 2 * shear * np.eye(3))
        free_strain = np.ones(3) * (dilation / 3 if in_line else 0.0)
        gradient = np.array([[-1 / width, 1 / width],
                             [0.5 / middle, 0.5 / middle],
                             [0.0, 0.0]])
        weight = 2 * middle * width
        hessian[i:i + 2, i:i + 2] += weight * gradient.T @ elastic @ gradient
        load[i:i + 2] += weight * gradient.T @ elastic @ free_strain
        elements.append((i, in_line, elastic, free_strain, gradient, weight))
    displacement = np.zeros(count)
    displacement[1:] = np.linalg.solve(hessian[1:, 1:], load[1:])
    mean_stress = energy = 0.0
    for i, in_line, elastic, free_strain, gradient, weight in elements:
        strain = gradient @ displacement[i:i + 2] - free_strain
        stress = elastic @ strain
        energy += 0.5 * weight * strain @ stress
        if in_line:
            mean_stress += weight * stress.sum() / 3
    return mean_stress, energy


# Elastic storage: formula against energy minimisation
modulus = modulus_formula(shear_matrix)
dilation = 1e-3
stress_fe, energy_fe = embedded_line(dilation, shear_matrix)
modulus_fe = -stress_fe / dilation
assert abs(modulus_fe / modulus - 1) < 1e-3
young = 9 * bulk_line * shear_line / (3 * bulk_line + shear_line)
soft_fe = -embedded_line(dilation, 1e6)[0] / dilation
rigid_fe = -embedded_line(dilation, 1e15)[0] / dilation
assert abs(soft_fe / (young / 9) - 1) < 1e-3
assert abs(rigid_fe / bulk_line - 1) < 1e-3

# Energy cost of added sites: derivative of total energy against -stress
step = 1e-4
energy_slope = (embedded_line(dilation + step, shear_matrix)[1]
                - embedded_line(dilation - step, shear_matrix)[1]) / (2 * step)
assert abs(energy_slope / (-stress_fe) - 1) < 1e-5
assert abs(energy_fe / (0.5 * modulus * dilation**2) - 1) < 1e-3


def scaled_stress(position, scaled_time):
    """Series for sigma/(gL) in a blocked line; arguments x/L, kappa t/L^2."""
    position = np.atleast_1d(position)
    n = np.arange(1, 400, 2)
    decay = np.exp(-(n * np.pi)**2 * scaled_time) / n**2
    modes = np.cos(np.pi * np.outer(position, n)) @ decay
    return 0.5 - position - 4 / np.pi**2 * modes


def vacancy_model(storage, sink_time, end_time, force, cells=50):
    """Vacancies diffuse, drift and meet sinks; sinks change the stress.

    Length unit L, time unit L^2/D_v, stress unit kT/Omega.
    Vacancy density is relative to its stress-free equilibrium value.
    """
    h = 1.0 / cells

    def rates(_, state):
        vacancies, stress = state[:cells], state[cells:]
        flux = np.zeros(cells + 1)
        flux[1:-1] = (-np.diff(vacancies) / h
                      - force * 0.5 * (vacancies[1:] + vacancies[:-1]))
        created = (np.exp(stress) - vacancies) / sink_time
        return np.concatenate([-np.diff(flux) / h + created,
                               -storage * created])

    start = np.concatenate([np.ones(cells), np.zeros(cells)])
    run = solve_ivp(rates, (0, end_time), start, method="BDF",
                    rtol=1e-7, atol=1e-10)
    assert run.success
    return (np.arange(cells) + 0.5) * h, run.y[cells:, -1] / force


# Vacancy picture against Korhonen's equation with vacancy storage
test_storage, test_force, test_time = 0.3, 0.01, 0.05
end_time = test_time * (1 + test_storage) / test_storage
centres, fast_sinks = vacancy_model(test_storage, 1e-4, end_time, test_force)
predicted = scaled_stress(centres, test_time)
without_storage = scaled_stress(centres, test_time * (1 + test_storage))
error_with = np.max(np.abs(fast_sinks - predicted)) / predicted.max()
error_without = np.max(np.abs(fast_sinks - without_storage)) / predicted.max()
assert error_with < 0.01
assert error_without > 0.05
_, slow_sinks = vacancy_model(test_storage, 1.0, end_time, test_force)
slow_ratio = slow_sinks[0] / fast_sinks[0]
assert slow_ratio < 0.5

# Worked example from the derived formulas
force = charge_number * e_charge * resistivity * current_density
gradient = force / omega
kappa = diffusivity * modulus * omega / kT
diffusion_time = line_length**2 / kappa
stress_drop = gradient * line_length


def cathode_stress(time):
    return stress_drop * scaled_stress(0.0, time / diffusion_time)[0]


time_threshold = brentq(lambda t: cathode_stress(t) - stress_threshold,
                        1e-3 * diffusion_time, 2 * diffusion_time)
time_early_law = np.pi * stress_threshold**2 / (4 * gradient**2 * kappa)
length_threshold = 2 * stress_threshold / gradient
product_threshold = (2 * omega * stress_threshold
                     / (charge_number * e_charge * resistivity))


def count_atoms(length, times, stress_dependent=False, cells=100):
    """Move atoms between cells; stress follows from each cell's excess."""
    h = length / cells
    density = 1 / omega

    def rates(_, excess):
        stress = -modulus * excess
        mobility = np.full(cells - 1, diffusivity / kT)
        if stress_dependent:
            face_stress = 0.5 * (stress[1:] + stress[:-1])
            mobility *= np.exp(omega * face_stress / kT)
        flux = np.zeros(cells + 1)
        flux[1:-1] = density * mobility * (omega * np.diff(stress) / h + force)
        return -np.diff(flux) / (h * density)

    run = solve_ivp(rates, (0, times[-1]), np.zeros(cells), method="BDF",
                    t_eval=times, rtol=1e-7, atol=1e-10)
    assert run.success
    stress = -modulus * run.y
    at_cathode = stress[0] + 0.5 * h * force / omega
    return (np.arange(cells) + 0.5) / cells, stress, at_cathode


hour = 3600.0
times = np.array([hour, time_threshold, 24 * hour, 3 * diffusion_time])
positions, counted, counted_cathode = count_atoms(line_length, times)
for index, time in enumerate(times):
    series = stress_drop * scaled_stress(positions, time / diffusion_time)
    assert np.max(np.abs(counted[:, index] - series)) < 2e-3 * stress_drop
    assert abs(counted_cathode[index] / cathode_stress(time) - 1) < 3e-3
early_stress = 2 * gradient * np.sqrt(kappa * hour / np.pi)
assert abs(counted_cathode[0] / early_stress - 1) < 3e-3
assert abs(counted_cathode[-1] / (stress_drop / 2) - 1) < 1e-3

# Threshold length, from runs slightly below and above it
final_stresses = []
for factor in (0.95, 1.05):
    trial = factor * length_threshold
    final = count_atoms(trial, np.array([3 * trial**2 / kappa]))[2][-1]
    final_stresses.append(final)
assert final_stresses[0] < stress_threshold < final_stresses[1]

# Stress-dependent diffusivity: same steady state, altered transient
_, _, varied_cathode = count_atoms(line_length, times, True)
assert abs(varied_cathode[-1] / (stress_drop / 2) - 1) < 2e-3
varied_change = varied_cathode[1] / counted_cathode[1] - 1
assert abs(varied_change) < omega * stress_threshold / kT
storage = vacancy_fraction * modulus * omega / kT
assert storage < 1e-3


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Temperature", temperature, "K")
show("Thermal energy kT", kT, "J")
show("Atomic volume", omega, "m^3")
show("Atomic diffusivity", diffusivity, "m^2/s")
show("Line bulk modulus", bulk_line / 1e9, "GPa")
show("Line shear modulus", shear_line / 1e9, "GPa")
show("Matrix shear modulus", shear_matrix / 1e9, "GPa")
show("Charge number Z", charge_number)
show("Resistivity", resistivity, "ohm m")
show("Current density", current_density, "A/m^2")
show("Line length", line_length * 1e6, "um")
show("Threshold stress", stress_threshold / 1e6, "MPa")
show("Vacancy fraction", vacancy_fraction)
show("Effective modulus B, formula", modulus / 1e9, "GPa", 5)
show("Effective modulus B, elements", modulus_fe / 1e9, "GPa", 5)
show("Soft-matrix limit E/9", young / 9e9, "GPa")
show("Soft-matrix B, elements", soft_fe / 1e9, "GPa")
show("Rigid-matrix B, elements", rigid_fe / 1e9, "GPa", 5)
show("Energy slope / (-stress)", energy_slope / (-stress_fe), "", 6)
show("Ratio B Omega/kT", modulus * omega / kT)
show("Stress diffusivity kappa", kappa, "m^2/s")
show("Force on an atom", force, "N")
show("Initial drift speed", diffusivity * force / kT, "m/s")
show("Steady stress slope g", gradient / 1e12, "MPa/um")
show("End-to-end stress drop gL", stress_drop / 1e6, "MPa")
show("Time L^2/kappa", diffusion_time / hour, "h")
show("Cathode stress at 1 h, series", cathode_stress(hour) / 1e6, "MPa")
show("Cathode stress at 1 h, early law", early_stress / 1e6, "MPa")
show("Cathode stress at 1 h, counted", counted_cathode[0] / 1e6, "MPa")
show("Cathode stress at 24 h, series", cathode_stress(24 * hour) / 1e6, "MPa")
show("Cathode stress at 24 h, counted", counted_cathode[2] / 1e6, "MPa")
show("Final cathode stress gL/2", stress_drop / 2e6, "MPa")
show("Final cathode stress, counted", counted_cathode[-1] / 1e6, "MPa")
show("Time to threshold, series", time_threshold / hour, "h")
show("Time to threshold, early law", time_early_law / hour, "h")
show("Counted stress at that time", counted_cathode[1] / 1e6, "MPa")
show("Site deficit at threshold", stress_threshold / modulus)
show("Threshold length", length_threshold * 1e6, "um")
show("Threshold product jL", product_threshold, "A/m")
show("Threshold product jL", product_threshold / 100, "A/cm")
show("Final stress at 0.95 length", final_stresses[0] / 1e6, "MPa")
show("Final stress at 1.05 length", final_stresses[1] / 1e6, "MPa")
show("Vacancy storage s, example", storage)
show("Vacancy storage s, test model", test_storage)
show("Test error with factor 1+s", 100 * error_with, "%", 2)
show("Test error without factor 1+s", 100 * error_without, "%", 2)
show("Slow/fast sink stress ratio", slow_ratio, "", 3)
show("Omega sigma/kT at threshold", omega * stress_threshold / kT, "", 3)
show("Stress change from D(sigma)", 100 * varied_change, "%", 2)
show("Final stress with D(sigma)", varied_cathode[-1] / 1e6, "MPa")
print("finished without a failed check")
```

Running it gives:

```
Temperature: 500 K
Thermal energy kT: 6.903e-21 J
Atomic volume: 1.2e-29 m^3
Atomic diffusivity: 1e-16 m^2/s
Line bulk modulus: 140 GPa
Line shear modulus: 50 GPa
Matrix shear modulus: 30 GPa
Charge number Z: 1
Resistivity: 4e-08 ohm m
Current density: 1e+10 A/m^2
Line length: 50 um
Threshold stress: 100 MPa
Vacancy fraction: 1e-07
Effective modulus B, formula: 35 GPa
Effective modulus B, elements: 34.997 GPa
Soft-matrix limit E/9: 14.89 GPa
Soft-matrix B, elements: 14.89 GPa
Rigid-matrix B, elements: 139.98 GPa
Energy slope / (-stress): 1
Ratio B Omega/kT: 60.84
Stress diffusivity kappa: 6.084e-15 m^2/s
Force on an atom: 6.409e-17 N
Initial drift speed: 9.284e-13 m/s
Steady stress slope g: 5.341 MPa/um
End-to-end stress drop gL: 267 MPa
Time L^2/kappa: 114.1 h
Cathode stress at 1 h, series: 28.2 MPa
Cathode stress at 1 h, early law: 28.2 MPa
Cathode stress at 1 h, counted: 28.22 MPa
Cathode stress at 24 h, series: 119.9 MPa
Cathode stress at 24 h, counted: 119.9 MPa
Final cathode stress gL/2: 133.5 MPa
Final cathode stress, counted: 133.5 MPa
Time to threshold, series: 13.56 h
Time to threshold, early law: 12.57 h
Counted stress at that time: 100 MPa
Site deficit at threshold: 0.002857
Threshold length: 37.45 um
Threshold product jL: 3.745e+05 A/m
Threshold product jL: 3745 A/cm
Final stress at 0.95 length: 95 MPa
Final stress at 1.05 length: 105 MPa
Vacancy storage s, example: 6.084e-06
Vacancy storage s, test model: 0.3
Test error with factor 1+s: 0.066 %
Test error without factor 1+s: 14 %
Slow/fast sink stress ratio: 0.0807
Omega sigma/kT at threshold: 0.174
Stress change from D(sigma): 0.96 %
Final stress with D(sigma): 133.5 MPa
finished without a failed check
```
